**Probe depth of glancing electrons: geometry, refraction and Bragg reflection**

The program tests the one-way intensity depth \(d=\lambda\sin\theta\), where \(\lambda\) is the inelastic mean free path and \(\theta\) the angle inside the crystal. It asserts that this formula agrees within 1 % with the decay found from an absorbing wave equation, and that the refracted angle agrees with an integrated relativistic trajectory. Random free paths test the round-trip depth and the share of the top layer, for equal and unequal angles and for normal incidence. The reflection from a weak buried layer tests that the round-trip amplitude decays over the same length \(d\). A periodic wave equation tests the two-beam depth at a Bragg condition within 2 %. For \(\lambda=10\) nm the output gives 0.349 nm for 2° inside the crystal and 0.450 nm for 2° outside it, with an inner potential of 12 V. At the Bragg condition of the model the depth falls to about 0.245 nm, so elastic reflection adds to the surface sensitivity produced by the glancing path.

## Numerical check

```python
"""Probe depth of glancing electrons in reflection diffraction.

Result under test: with inelastic mean free path L and angle theta INSIDE
the crystal, the one-way 1/e intensity depth is d = L*sin(theta).
For specular reflection the round-trip intensity depth is d/2 and the
round-trip amplitude depth is d. Refraction by the inner potential V0
increases the inside angle; a Bragg reflection shortens the depth.

Symbols: T kinetic energy outside, k and k_in wave numbers outside/inside,
a layer spacing, V_G lattice potential coefficient in 2*V_G*cos(G*z),
z depth, positive into the crystal. All internal quantities are in SI.
"""
import numpy as np
from scipy.constants import hbar, c, e, m_e
from scipy.integrate import solve_ivp

nm = 1e-9
mfp = 10 * nm
angle = np.radians(2.0)
T = 15e3 * e
V0 = 12.0
a = 0.25 * nm
V_G = 3.0
G = 4 * np.pi / a
rest = m_e * c**2


def wave_number(kinetic):
    return np.sqrt(kinetic * (kinetic + 2 * rest)) / (hbar * c)


k = wave_number(T)
k_in = wave_number(T + e * V0)
gamma = 1 + T / rest
U_per_volt = 2 * gamma * m_e * e / hbar**2
U_abs = k_in / mfp


def sine_inside(theta_out):
    return np.sqrt((k * np.sin(theta_out))**2 + k_in**2 - k**2) / k_in


def slice_matrix(q2, h):
    """Carries (psi, psi') over thickness h for psi'' = -q2*psi."""
    q = np.sqrt(complex(q2))
    return np.array([[np.cos(q*h), np.sin(q*h)/q],
                     [-q*np.sin(q*h), np.cos(q*h)]])


def wave_depth(K2, absorption, lattice_volts=0.0, slices=600):
    """Intensity 1/e depth of the decaying Bloch wave."""
    period = 2 * np.pi / G
    h = period / slices
    total = np.eye(2, dtype=complex)
    for j in range(slices):
        z = (j + 0.5) * h
        U = 2 * U_per_volt * lattice_volts * np.cos(G * z)
        total = slice_matrix(K2 + 1j * absorption + U, h) @ total
    mu = np.linalg.eigvals(total / np.array([[1, 1/k], [k, 1]]))
    # The scaling above makes both components comparable in size.
    return -period / (2 * np.log(np.min(np.abs(mu))))


# One-way depth: wave equation against the geometric formula.
d = mfp * np.sin(angle)
d_wave = wave_depth((k * np.sin(angle))**2, k / mfp)
assert abs(d_wave / d - 1) < 0.01  # second-order absorption correction

# Refraction: relativistic motion through a smooth potential step.
s_in = sine_inside(angle)
d_in = mfp * s_in
p0 = hbar * k
p_parallel = p0 * np.cos(angle)
width = 0.1 * nm


def momentum_slope(z, y):
    pz = y[0] * p0
    relativistic_mass = np.sqrt(p_parallel**2 + pz**2 + (m_e*c)**2) / c
    force = e * V0 / (2 * width * np.cosh(z / width)**2)
    return [force * relativistic_mass / pz / p0]


track = solve_ivp(momentum_slope, (-2*nm, 2*nm), [np.sin(angle)],
                  rtol=1e-10, atol=1e-13, max_step=0.01*nm)
assert track.success
angle_track = np.arctan2(track.y[0, -1] * p0, p_parallel)
assert abs(angle_track - np.arcsin(s_in)) < 1e-7

d_in_wave = wave_depth((k_in * s_in)**2, U_abs)
assert abs(d_in_wave / d_in - 1) < 0.01
floor = mfp * sine_inside(0.0)
floor_wave = wave_depth((k_in * sine_inside(0.0))**2, U_abs)
assert abs(floor_wave / floor - 1) < 0.01

# Round trip: random free paths and uniformly distributed reflectors.
rng = np.random.default_rng(7)


def round_trip_depth(s1, s2):
    return mfp / (1 / s1 + 1 / s2)


def sample_round_trip(s1, s2, window):
    z = rng.uniform(0, window, 2_000_000)
    free_path = rng.exponential(mfp, z.size)
    survivors = z[free_path > z / s1 + z / s2]
    return survivors.mean(), np.mean(survivors < a)


def top_share(depth):
    return 1 - np.exp(-a / depth)


s2deg = np.sin(angle)
s4deg = np.sin(2 * angle)
cases = [(s2deg, s2deg, 3*nm), (s_in, s_in, 4*nm),
         (s2deg, s4deg, 4*nm), (1.0, 1.0, 75*nm)]
sampled = []
for s1, s2, window in cases:
    mean_depth, share = sample_round_trip(s1, s2, window)
    D_case = round_trip_depth(s1, s2)
    # Tolerances exceed four statistical standard errors.
    assert abs(mean_depth / D_case - 1) < 0.02
    assert abs(share - top_share(D_case)) < 0.008
    sampled.append(share)
assert sampled[1] > 10 * sampled[3]  # same path, only the angle differs


# Amplitude returned by a weak thin layer buried at a chosen depth.
def reflection(depth, bump_volts):
    q2 = (k_in * s_in)**2 + 1j * U_abs
    state = np.array([1, 1j * np.sqrt(q2)])
    thickness = 0.005 * nm
    state = slice_matrix(q2 + U_per_volt*bump_volts, -thickness) @ state
    state = slice_matrix(q2, -depth) @ state
    k0 = k * np.sin(angle)
    return ((1j*k0*state[0] - state[1]) /
            (1j*k0*state[0] + state[1]))


z1, z2 = 0.10 * nm, 0.45 * nm
echo1 = abs(reflection(z1, 0.1) - reflection(z1, 0.0))
echo2 = abs(reflection(z2, 0.1) - reflection(z2, 0.0))
amplitude_depth = (z2 - z1) / np.log(echo1 / echo2)
assert abs(amplitude_depth / d_in - 1) < 0.01

# Bragg reflection: full periodic wave equation against two beams.
K_B = G / 2
d_B_absorption = mfp * K_B / k_in
U_G = U_per_volt * V_G
d_B = d_B_absorption / np.sqrt(1 + (U_G / U_abs)**2)
d_B_wave = wave_depth(K_B**2, U_abs, V_G)
assert abs(d_B_wave / d_B - 1) < 0.02
d_lattice = wave_depth((k_in * s_in)**2, U_abs, V_G)
assert d_B_wave < d_B_absorption and d_lattice < d_in_wave
angle_B = np.arcsin(np.sqrt(K_B**2 - k_in**2 + k**2) / k)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Inelastic mean free path", mfp/nm, "nm")
show("Glancing angle", np.degrees(angle), "degree")
show("Sine of glancing angle", np.sin(angle), "(no unit)")
show("Kinetic energy", T/e/1e3, "keV")
show("Inner potential", V0, "V")
show("Layer spacing", a/nm, "nm")
show("Lattice coefficient V_G", V_G, "V")
show("Wave number outside", k*nm, "nm^-1", 5)
show("Wave number inside", k_in*nm, "nm^-1", 5)
print("-- 2 degrees taken inside the crystal --")
show("One-way depth, formula", d/nm, "nm")
show("One-way depth, wave equation", d_wave/nm, "nm")
show("Round-trip intensity depth", d/2/nm, "nm")
show("Top-layer share, formula", 100*top_share(d/2), "%", 3)
show("Top-layer share, random paths", 100*sampled[0], "%", 3)
print("-- 2 degrees taken outside the crystal --")
show("Inside angle, formula", np.degrees(np.arcsin(s_in)), "degree")
show("Inside angle, trajectory", np.degrees(angle_track), "degree")
show("One-way depth, formula", d_in/nm, "nm")
show("One-way depth, wave equation", d_in_wave/nm, "nm")
show("Round-trip amplitude depth, wave", amplitude_depth/nm, "nm")
show("Round-trip intensity depth", d_in/2/nm, "nm")
show("Top-layer share, formula", 100*top_share(d_in/2), "%", 3)
show("Top-layer share, random paths", 100*sampled[1], "%", 3)
show("Depth with lattice potential", d_lattice/nm, "nm")
print("-- Limits and comparison --")
show("Depth floor at zero outside angle", floor/nm, "nm")
show("Depth floor, wave equation", floor_wave/nm, "nm")
show("Normal round-trip intensity depth", mfp/2/nm, "nm")
show("Normal top-layer share, formula", 100*top_share(mfp/2), "%", 3)
show("Normal top-layer share, random", 100*sampled[3], "%", 3)
print("-- Bragg condition --")
show("Outside Bragg angle", np.degrees(angle_B), "degree")
show("Absorption term U_i", U_abs*nm**2, "nm^-2")
show("Lattice term U_G", U_G*nm**2, "nm^-2")
show("Depth from absorption alone", d_B_absorption/nm, "nm")
show("Depth with Bragg, two beams", d_B/nm, "nm")
show("Depth with Bragg, wave equation", d_B_wave/nm, "nm")
print("PASS")
```

Printed output:

```
Inelastic mean free path: 10 nm
Glancing angle: 2 degree
Sine of glancing angle: 0.0349 (no unit)
Kinetic energy: 15 keV
Inner potential: 12 V
Layer spacing: 0.25 nm
Lattice coefficient V_G: 3 V
Wave number outside: 632.05 nm^-1
Wave number inside: 632.3 nm^-1
-- 2 degrees taken inside the crystal --
One-way depth, formula: 0.349 nm
One-way depth, wave equation: 0.3497 nm
Round-trip intensity depth: 0.1745 nm
Top-layer share, formula: 76.1 %
Top-layer share, random paths: 76 %
-- 2 degrees taken outside the crystal --
Inside angle, formula: 2.581 degree
Inside angle, trajectory: 2.581 degree
One-way depth, formula: 0.4503 nm
One-way depth, wave equation: 0.4507 nm
Round-trip amplitude depth, wave: 0.4507 nm
Round-trip intensity depth: 0.2252 nm
Top-layer share, formula: 67.1 %
Top-layer share, random paths: 67 %
Depth with lattice potential: 0.4053 nm
-- Limits and comparison --
Depth floor at zero outside angle: 0.2848 nm
Depth floor, wave equation: 0.2861 nm
Normal round-trip intensity depth: 5 nm
Normal top-layer share, formula: 4.88 %
Normal top-layer share, random: 4.98 %
-- Bragg condition --
Outside Bragg angle: 1.59 degree
Absorption term U_i: 63.23 nm^-2
Lattice term U_G: 81.05 nm^-2
Depth from absorption alone: 0.3975 nm
Depth with Bragg, two beams: 0.2445 nm
Depth with Bragg, wave equation: 0.2453 nm
PASS
```
